# Why SCAN needs finer radial grids than r2SCAN: the zinc atom

**Q.** I have to choose between SCAN and r2SCAN for calculations that contain zinc, and then choose a radial grid. The grid that served for PBE gives noisy SCAN energies. Must I pay for a finer grid, or does r2SCAN remove the need?

**A.** For a Zn atom in the def2-SVP basis, on a logarithmic radial grid, an exchange energy converged to $10^{-6}$ Ha (0.0272 meV) took about 17 radial points per decade of $r$ with PBE, 35 with r2SCAN and 141 with SCAN (fixed Hartree–Fock density, worst grid offset, error staying below the tolerance on finer grids). In this case r2SCAN saves a factor of about 4 in radial points over SCAN (3.2 at $10^{-5}$ Ha, 2.4 at $10^{-4}$ Ha), but a grid just fine enough for PBE is too coarse for either. In the def2-TZVP and def2-QZVP bases, or on a self-consistent r2SCAN density, the counts stay within 34–36 (r2SCAN) and 137–141 (SCAN). The two are also different functionals. On this density their Zn exchange energies are $-69.9306$ Ha (SCAN) and $-69.7614$ Ha (r2SCAN). Each value moves by up to 0.014 Ha in larger bases and by about 0.08 Ha on a self-consistent r2SCAN density in the same basis, but the difference stays near 0.17 Ha, so energies from one cannot be combined with energies from the other.

**Q.** Which part of the functional is responsible?

**A.** For SCAN's slow convergence, one function of one variable, the switch $f(\alpha)$ defined below. Use Hartree atomic units and a fixed, spherical, spin-unpolarized density $\rho(r)$ with kinetic energy density $\tau=\tfrac12\sum_i|\nabla\phi_i|^2$, summed over occupied spin orbitals. Define
$$p=\frac{|\nabla\rho|^2}{4(3\pi^2)^{2/3}\rho^{8/3}},\qquad \alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},$$
with $\tau_W=|\nabla\rho|^2/8\rho$ and $\tau_{\rm unif}=\tfrac{3}{10}(3\pi^2)^{2/3}\rho^{5/3}$. Dividing, $\tau_W/\tau_{\rm unif}=(4/8)(10/3)\,p=5p/3$. The indicator $\alpha$ is 0 where one orbital dominates and 1 in the uniform gas. With $x=\ln(r/\text{bohr})$, the volume element is $4\pi r^2dr=4\pi r^3dx$, and both functionals give
$$E_x=\int G\,dx,\qquad G=4\pi r^3e_x^{\rm LDA}\,g\,[h^1+f\,(h^0-h^1)]=S(x)+W(x)f.$$
Here $e_x^{\rm LDA}=-\tfrac34(3/\pi)^{1/3}\rho^{4/3}$, $g=1-\exp(-4.9479\,p^{-1/4})$, $h^0=1.174$ and $h^1=1+k_1-k_1/(1+\xi/k_1)$ with $k_1=0.065$. The weight of the switch is $W=4\pi r^3e_x^{\rm LDA}g\,(h^0-h^1)$. With $\mu=10/81$, SCAN has
$$\xi=\mu p+b_4p^2e^{-b_4p/\mu}+\left[b_1p+b_2(1-\alpha)e^{-(1-\alpha)^2/2}\right]^2,$$
where $b_1=0.156632$, $b_2=0.120830$, $b_4=0.121832$, and r2SCAN has
$$\xi=\left(C_\eta C_{2x}e^{-p^2/d_{p2}^4}+\mu\right)p,$$
where $C_\eta=0.742407$, $C_{2x}=-0.162742$, $d_{p2}=0.361$. If $\rho$ and $\rho'$ have no zeros at finite real $x$, then $S$, $W$ and $\alpha$ are analytic in a neighbourhood of the real $x$ axis, which may narrow at large $r$. Any loss of analyticity must then come from $f$.

**Q.** I was told that SCAN's switch varies rapidly at $\alpha=1$.

**A.** At $\alpha=1$ it is perfectly flat. With $c_1=0.667$, $c_2=0.8$, $d=1.24$,
$$f=e^{-c_1\alpha/(1-\alpha)}=e^{c_1}e^{-c_1/(1-\alpha)}\quad(\alpha<1),\qquad f=-d\,e^{-c_2/(\alpha-1)}\quad(\alpha>1),$$
where the first rewriting uses $\alpha/(1-\alpha)=1/(1-\alpha)-1$. Both branches have the form $P e^{-c/v}$ with $v=|\alpha-1|$, and $P=e^{c_1}=1.9484$ or $P=-d$. Differentiating $Q(1/v)e^{-c/v}$, with $Q$ a polynomial, gives $v^{-2}[cQ-Q']e^{-c/v}$, which has the same form. Every derivative is therefore a polynomial in $1/v$ times $e^{-c/v}$ and vanishes as $v\to0^+$. The Taylor series at $\alpha=1$ is identically zero while $f$ is not, so $f$ is infinitely differentiable but not analytic there. Each branch has an essential singularity.

The rapid variation sits on the shoulders. On the left $|f'|=c_1e^{c_1}v^{-2}e^{-c_1/v}$. Its logarithmic derivative, $-2/v+c_1/v^2$, vanishes at $v=c_1/2$, near $\alpha=0.666$, where $|f'|=4e^{c_1-2}/c_1=1.581$. Higher derivatives peak closer to 1 and grow fast. The curve falls to $f(0.9)=0.0025$, lies on a plateau, has $f(1.1)=-0.0004$, and then bends away again.

r2SCAN uses $\bar\alpha=(\tau-\tau_W)/(\tau_{\rm unif}+\eta\tau_W)=\alpha/(1+5\eta p/3)$ with $\eta=10^{-3}$. It keeps SCAN's right branch for $\bar\alpha>2.5$ and uses $\sum_{i=0}^7\gamma_i\bar\alpha^i$ below. Eight conditions fix the eight coefficients. Three match SCAN at 0, where $e^{-c_1(\alpha+\alpha^2+\dots)}=1-c_1\alpha+(c_1^2/2-c_1)\alpha^2+\dots$ gives $\gamma_0=1$, $\gamma_1=-0.667$, $\gamma_2=-0.444556$. One is $f(1)=0$. Four match $f,f',f'',f'''$ to the tail at 2.5. Solving this linear system numerically gives $\gamma_3,\dots,\gamma_7=-0.663087,\ 1.451297,\ -0.887998,\ 0.234529,\ -0.023186$, and the resulting enhancement factor agrees with the libxc implementation to better than $10^{-7}$. The polynomial crosses zero with slope $-0.9353$, with $f(0.9)=0.0976$ and $f(1.1)=-0.0892$. The largest derivatives on $[0,2.5]$ are:

| order | SCAN (at $\alpha$) | r2SCAN |
|---|---|---|
| 1 | 1.581 (0.666) | 1.136 |
| 2 | 11.17 (0.859) | 1.151 |
| 3 | 199.6 (0.914) | 3.979 |
| 4 | 6647 (0.939) | 34.83 |

The slopes are similar, so steepness is not the difference. r2SCAN pays a price at 2.5: the fourth derivative jumps by $J_4=0.6178-(-8.1924)=8.8102$. In the formal sense it is the less smooth of the two.

**Q.** How does that become an error in an energy?

**A.** Take the trapezoid rule in $x$, $T(\delta)=h\sum_jG(\delta+jh)$, with step $h$ and offset $\delta$. It is periodic in $\delta$ with period $h$, so it has a Fourier series in $e^{imk\delta}$ with $k=2\pi/h$. The coefficient is
$$\frac1h\int_0^h h\sum_jG(\delta+jh)\,e^{-imk\delta}d\delta=\int_{-\infty}^\infty G(x)e^{-imkx}dx\equiv\hat G(mk),$$
because $e^{-imkjh}=1$ lets the intervals join into the whole line. The $m=0$ term is $E_x$, hence
$$T(\delta)-E_x=\sum_{m\ne0}\hat G(mk)\,e^{imk\delta}.$$
Since $G$ is real, $\hat G(-k)=\hat G(k)^*$, and the leading error is $2|\hat G(k)|\cos(k\delta+\varphi)$. Because of the cosine, two grids can agree by an accident of phase, so convergence must be judged from the worst case, $2|\hat G(k)|$.

If $G$ is analytic down to $\operatorname{Im}x=-a$, move the contour to $x-ia$. The factor $e^{-ik(x-ia)}$ has modulus $e^{-ka}$, so the error falls exponentially in the number of points. That is the PBE case.

**Q.** And when $\alpha$ passes through 1?

**A.** Cut the line at each crossing $x_0$. Between crossings $G$ is analytic, so each segment can be pushed into the lower half-plane. The deep parts cost $e^{-ka}$, and for $S$ the legs descending from $x_0$ cancel. For $Wf$ the two branches differ and the legs remain. Put $y=x-x_0=\sigma u$ with $u>0$ and side $\sigma=\pm1$. From $\alpha-1=\alpha'y\,[1+\alpha''y/2\alpha'+\dots]$, primes now meaning $d/dx$ at $x_0$,
$$\frac1{|\alpha-1|}=\frac1{|\alpha'|u}-\sigma\,\mathrm{sgn}(\alpha')\frac{\alpha''}{2\alpha'^2}+O(u).$$
Only the first term is singular. With $b=c/|\alpha'|$,
$$Wf=e^{-b/u}\sum_nA_ny^n,\qquad A_0=P\,W(x_0)\exp\!\left[c\,\sigma\,\mathrm{sgn}(\alpha')\frac{\alpha''}{2\alpha'^2}\right],$$
where $c$ and $P$ belong to the branch on that side. The curvature factor is of order one and does not disappear on fine grids.

The required integrals are $I_n(s)=\int_0^\infty u^ne^{-b/u-su}du$. For real $s>0$ substitute $u=\sqrt{b/s}\,e^t$. Then $b/u+su=2\sqrt{bs}\cosh t$ and $u^ndu=(b/s)^{(n+1)/2}e^{(n+1)t}dt$. Using $K_\nu(z)=\tfrac12\int_{-\infty}^\infty e^{-z\cosh t+\nu t}dt$,
$$I_n(s)=2\,(b/s)^{(n+1)/2}K_{n+1}(2\sqrt{bs}).$$
Both sides are analytic in $s$, and we need $s=i\sigma k$. There the same substitution puts $u$ on the ray $\arg u=-\sigma\pi/4$, so $y$ lies in the lower half-plane, both $e^{-b/u}$ and $e^{-su}$ decay, and the integral converges. Each side contributes $e^{-ikx_0}\sum_nA_n\sigma^nI_n(i\sigma k)$ to $\hat G(k)$. The integrand peaks at $t=0$, $|u|=\sqrt{b/k}$, so successive terms fall by about $\sqrt{b/k}$ divided by the scale on which $W$ and $\alpha$ vary.

For large $|z|$ expand $\cosh t=1+t^2/2+t^4/24$. The Gaussian gives $K_\nu\approx\sqrt{\pi/2z}\,e^{-z}$. The averages $\langle t^2\rangle=1/z$ and $\langle t^4\rangle=3/z^2$ give the correction $\nu^2/2z-3/24z$, which is $3/8z$ for $\nu=1$. Here $|z|=2\sqrt{kb}$ and $\operatorname{Re}z=|z|\cos(\pi/4)=\sqrt{2kb}$. The prefactor is $2(b/k)^{1/2}\,[\pi/(4\sqrt{kb})]^{1/2}=\sqrt\pi\,b^{1/4}k^{-3/4}$, so each side gives
$$|\hat G|\approx\sqrt\pi\,|A_0|\,b^{1/4}k^{-3/4}e^{-\sqrt{2kb}}.$$
The exponent grows as the square root of the number of points, where PBE's grows linearly. Physically, the grid must resolve the onset of the shoulder at distance $\sqrt{b/k}$ from the crossing, and that distance shrinks more slowly than $h$ while the switch there is only $e^{-b/u}=e^{-\sqrt{kb}}$. On the ray, $e^{-b/u}$ and $e^{-su}$ each have modulus $e^{-\sqrt{kb/2}}$ at that distance, and their product is the $e^{-\sqrt{2kb}}$ of the formula. In the limit $\alpha'\to\infty$ the switch becomes a step of width $b\to0$; for $kb\ll1$, $K_1(z)\to1/z$ gives $|I_0|=1/k$, the first-order error of a discontinuity. For a slow crossing where $\alpha$ is nearly linear, $b$ is large and the error is small. Near an extremum of $\alpha$ this no longer holds: as $\alpha'\to0$ the curvature factor in $A_0$ diverges on the side facing away from the extremum and vanishes on the side facing it, two neighbouring crossings merge, and the expansion about a single crossing fails.

Direct sums confirm this. For $e^{-c_1/y-y}$ at $h=0.2$, the trapezoid error and the Bessel sum are both $9.450889\times10^{-5}$. For the model $\alpha=x$, $W=e^{-(x-1.5)^2/2}$ at $k=60$, the harmonic was extracted by averaging $T(lh/8)e^{-2\pi il/8}$ over $l=0,\dots,7$, which keeps $m=1,-7,9,\dots$. It gave $2.00194\times10^{-5}$, equal to the series through $n=5$ in all six digits.

**Q.** What does r2SCAN's jump cost?

**A.** Nothing happens at $\bar\alpha=1$. At a crossing of 2.5, write $Wf=Wf_{\rm poly}+\theta(\sigma y)D(y)$, with $\sigma=\mathrm{sgn}\,\bar\alpha'$ and $D=W(f_{\rm tail}-f_{\rm poly})=\sum_{n\ge4}D_ny^n$. The first part is analytic. For the second, $\int_0^\infty u^ne^{-su}du=n!/s^{n+1}$ with $s=i\sigma k$, and $\sigma^n/\sigma^{n+1}=\sigma$, so
$$\hat G(k)=\sigma e^{-ikx_0}\sum_{n\ge4}\frac{n!\,D_n}{(ik)^{n+1}}.$$
Because $f_{\rm tail}-f_{\rm poly}\approx J_4(\bar\alpha'y)^4/24$, the leading modulus is $|W|J_4\bar\alpha'^4/k^5$, an $h^5$ law. In the same model (polynomial continued to $x<0$) the sums gave $6.90787\times10^{-9}$ and the series $6.90817\times10^{-9}$. The relative difference, $4\times10^{-5}$, is of the size of the aliased $m=-7$ term, $7^{-5}$.

**Q.** A power law must eventually lose to an exponential of a square root. Does SCAN then win?

**A.** Yes, in the limit $h\to0$ and for densities that cross 2.5. Take unit slope and $W=1$, and add the moduli of SCAN's two sides. The leading-term estimates of $2|\hat G|$ (for SCAN without the interference between the two sides, whose phases differ) are, for SCAN and r2SCAN, $2.26\times10^{-2}$ and $5.62\times10^{-5}$ at $h=0.5$, $3.78\times10^{-5}$ and $1.80\times10^{-8}$ at $h=0.1$ (that is $2\times8.81/62.83^5$), and $1.18\times10^{-10}$ and $5.76\times10^{-12}$ at $h=0.02$. They meet at $k=477$, $h=0.0132$, at an error of $7.1\times10^{-13}$, far below anything a calculation needs. For a linear $\alpha$ of another slope, taking $\alpha$ itself as the integration variable gives $|\hat G(k)|=|\hat G_{\rm unit}(k/|\alpha'|)|/|\alpha'|$, so the relevant step is $|\alpha'|h$. In this model, where both crossings have the same slope and weight, counting continuous derivatives ranks the functionals wrongly until the error is near $10^{-12}$.

**Q.** Show me the zinc numbers.

**A.** The chosen input is the nonrelativistic restricted Hartree–Fock density in the def2-SVP basis (energy $-1777.561481$ Ha), integrated over $-16\le x\le3$, with a reference step of 0.001. Searched over $-10\le x\le2.3$ (the range also used below for its maximum), the indicator crosses 1 six times:

| $r$ (bohr) | $\alpha'$ | $\alpha''$ | $W$ (Ha) |
|---|---|---|---|
| 0.0586 | 2.621 | 1.57 | −1.6191 |
| 0.1123 | −2.408 | 4.09 | −2.8728 |
| 0.2614 | 3.586 | 16.42 | −2.2564 |
| 0.4597 | −3.036 | 14.61 | −2.5766 |
| 1.0937 | 2.172 | 5.61 | −0.8153 |
| 3.1419 | −6.688 | 4.92 | −0.0292 |

Take $r=0.2614$ bohr at $h=0.05$, so $k=125.66$, $k^{-3/4}=0.02664$ and $\alpha''/2\alpha'^2=16.42/25.72=0.6384$. On the outer side $\alpha>1$, $\sigma=+1$ and $b=0.8/3.586=0.223$. Then $|A_0|=1.24\times2.2564\times e^{0.8\times0.6384}=4.663$ Ha and $\sqrt{2kb}=7.486$, so
$$|\hat G|\approx1.7725\times4.663\times0.6872\times0.02664\times5.61\times10^{-4}=8.5\times10^{-5}\ \text{Ha}.$$
On the inner side $\sigma=-1$ and $b=0.667/3.586=0.186$. Then $|A_0|=1.9484\times2.2564\times e^{-0.667\times0.6384}=2.872$ Ha and $\sqrt{2kb}=6.837$, so
$$|\hat G|\approx1.7725\times2.872\times0.6567\times0.02664\times1.073\times10^{-3}=9.6\times10^{-5}\ \text{Ha}.$$
Twice their sum is $3.6\times10^{-4}$ Ha. Twice the sum of all twelve moduli gives an error envelope of $8.4\times10^{-4}$ Ha, and the observed error is $4.3\times10^{-4}$ Ha, smaller because the phases $e^{-ikx_0}$ differ.

The steepest crossing, at 3.14 bohr, has $b=0.667/6.688=0.0997$ but $|A_0|=0.0548$ Ha. These values belong to its $\alpha<1$ side, the larger of the two. At $h=0.05$ that side's modulus in $\hat G$ is $1.7725\times0.0548\times0.562\times0.02664\times e^{-5.01}\approx1\times10^{-5}$ Ha, which is minor. At $k=1164.7$ the last two factors become $5.02\times10^{-3}$ and $e^{-15.24}$, giving $6.6\times10^{-11}$ Ha out of $1.0\times10^{-10}$ Ha for the sum of all twelve moduli (not doubled). The steepest crossing dominates only on very fine grids. At $h=0.05$ the largest contribution comes from the crossing at 0.2614 bohr, the steepest of the heavily weighted core crossings. With phases and terms through $n=5$, the predicted harmonic at that $k$ is $9.413\times10^{-11}$ Ha against $9.409\times10^{-11}$ Ha from the sums, and at $k=1455.9$ it is $8.996\times10^{-12}$ against $8.985\times10^{-12}$ Ha.

The worst exchange errors over eight offsets, in Ha, follow. "Control" is SCAN with only $f$ replaced by the polynomial.

| $h$ | PBE | SCAN | control | r2SCAN |
|---|---|---|---|---|
| 0.4 | 1.6e-2 | 1.6e-1 | 4.9e-2 | 5.7e-2 |
| 0.2 | 1.1e-4 | 4.7e-2 | 3.4e-3 | 1.3e-3 |
| 0.1 | 9.3e-9 | 3.9e-3 | 3.2e-6 | 1.1e-4 |
| 0.05 | 8.5e-14 | 4.3e-4 | 4.0e-12 | 2.2e-8 |
| 0.025 | 1.1e-13 | 1.4e-5 | 9.9e-14 | 1.3e-13 |

Entries near $10^{-13}$ are at the level of rounding noise and should not be compared. The number of points per decade is $\ln10/h$, which is 46 at $h=0.05$. PBE is exponential: $\ln(1.6\times10^{-2}/1.1\times10^{-4})/15.7=0.32$ and $\ln(1.1\times10^{-4}/9.3\times10^{-9})/31.4=0.30$, so $a\approx0.3$. SCAN gains a factor of 9 from $h=0.1$ to 0.05 and 31 in the last halving. A single term with $b=0.2$ would give $2^{3/4}e^{7.09-5.01}\approx13$ and $2^{3/4}e^{10.03-7.09}\approx32$. The trend is reproduced, but the closeness of 31 and 32 is partly an accident, since the observed ratio depends on the phases of twelve terms with different $b$. The control removes eight orders of magnitude at $h=0.05$, which identifies the switch as the cause. Adding correlation, whose switches have the same forms with other constants, changes little at $h=0.05$, where the full errors are $3.7\times10^{-4}$ Ha for SCAN and $2.2\times10^{-8}$ Ha for r2SCAN.

**Q.** The r2SCAN column does not look like $h^5$, and the control beats it.

**A.** The first observation is right, and the second holds except at $h=0.2$, where r2SCAN ($1.3\times10^{-3}$ Ha) is ahead of the control ($3.4\times10^{-3}$ Ha). In this density $\alpha$ peaks at 2.382, at $r=1.772$ bohr, and $\bar\alpha\le\alpha$, so 2.5 is never reached. The r2SCAN integrand is analytic along the whole radius, the $h^5$ term is absent, and so is the fine-grid crossover that this term causes in the model. Halving $h$ from 0.1 gains a factor of 5000, where $h^5$ would give 32. The $h^5$ law is therefore tested here only in the model. The bound through $\alpha$ is special to def2-SVP. With Hartree–Fock densities in def2-TZVP and def2-QZVP, $\alpha$ rises above $10^3$ in the far tail and crosses 1 a seventh time, while the $\eta\tau_W$ term keeps $\bar\alpha$ below 2.5 (maxima 2.456 and 2.419). The margin is small, and another basis or a bonded environment may cross it.

On a ladder of steps spaced by about 9%, which limits the resolution of all these counts, the control reaches $10^{-6}$ Ha at $h=0.0884$ (26 points per decade), r2SCAN at $h=0.0632$ (36), PBE at $h=0.1237$ (19) and SCAN at $h=0.0180$ (128). The SCAN figure is an accident of phase: its error oscillates with $h$, and a continuous scan finds it above $10^{-6}$ Ha again between the rungs, up to 141 points per decade, against 35 for r2SCAN and 17 for PBE. Since the control and r2SCAN share $f$, r2SCAN's remaining error comes from $h^1$ or from $\bar\alpha$. The source is the damping factor $e^{-(p/d_{p2}^2)^2}$ in $h^1$, which turns off over a range of $p$ of only $0.361^2=0.130$ and grows quickly for complex $p$. Dropping the term that contains it lowers the error at $h=0.05$ from $2.2\times10^{-8}$ to $5\times10^{-12}$ Ha, whereas replacing $\bar\alpha$ by $\alpha$ in the switch leaves the error practically unchanged.

**Q.** When should I distrust this analysis?

**A.** In four situations. First, the formula needs $kb\gg1$ and a saddle distance $\sqrt{b/k}$ small against the shell structure. At $h=0.4$, $kb$ is only about $15.7\times0.2\approx3$, and the control, which has no essential singularity at the crossings, already errs by $4.9\times10^{-2}$ Ha against $0.16$ Ha for SCAN, so the analytic part omitted by the formula is no longer negligible. Second, if $\alpha$ has an extremum $1\pm\epsilon$ with curvature $\kappa$ and does not cross, the roots of $\epsilon+\kappa y^2/2=0$ lie at $y=\pm i\sqrt{2\epsilon/\kappa}$. Convergence is then exponential, but the strip is no wider than $\sqrt{2\epsilon/\kappa}$. Third, the treatment covers the radial error at fixed density. In a molecule each ray has its own crossings, the angular grid meets the same shoulders, and $g$, common to both functionals, is itself non-analytic where $\nabla\rho=0$, as at bond critical points. For another radial mapping $x(t)$ with equally spaced $t$, the derivatives $\alpha'$ and $\alpha''$ and the step $h$ must be taken in $t$, and $W$ gains the factor $dx/dt$. Fourth, converged energies do not imply converged derivatives. Differentiating the Poisson sum gives $\partial T/\partial\delta=\sum_m imk\,\hat G(mk)e^{imk\delta}$, one more factor of $k$. For SCAN at $h=0.05$ that is about $125.7\times4.3\times10^{-4}=0.054$ Ha per unit of $\ln r$. This is the response to a rigid shift of the grid against the density, not an estimate of a force error, because atom-centred grids move with their atoms and largely carry the core crossings along. Forces and vibrational frequencies still feel any crossing that shifts relative to the grid points, so the grid test has to be run on those quantities themselves.

## Computed values

```
c1=0.667 c2=0.8 d=1.24 h0=1.174 k1=0.065 a1=4.9479 eta=0.001 dp2=0.361 e^c1=1.9484
b1=0.156632 b2=0.120830 b3=0.5 b4=0.121832 C2x=-0.162742 Ceta=0.742407
poly c0..c7: 1.000000 -0.667000 -0.444556 -0.663087 1.451297 -0.887998 0.234529 -0.023186
f''''(2.5): poly -8.1924 tail 0.6178 jump J4=8.8102; poly f'(1)=-0.9353
alpha    [0.5 0.8 0.9 1.1 1.2 1.5]
f SCAN   [ 5.1325e-01  6.9390e-02  2.4700e-03 -4.2000e-04 -2.2710e-02 -2.5035e-01]
f r2SCAN [ 0.53891  0.20247  0.09761 -0.08917 -0.16937 -0.35943]
max|f^(1)| on [0,2.5]: SCAN 1.581 at 0.666; r2SCAN 1.136 at 0.602
max|f^(2)| on [0,2.5]: SCAN 11.17 at 0.859; r2SCAN 1.151 at 0.143
max|f^(3)| on [0,2.5]: SCAN 199.6 at 0.914; r2SCAN 3.979 at 0.000
max|f^(4)| on [0,2.5]: SCAN 6647 at 0.939; r2SCAN 34.83 at 0.000
exp(-c1/y-y), h=0.2: trapezoid error 9.450889e-05, Poisson-Bessel 9.450889e-05
model k=60 |Ghat|: SCAN sums 2.00194e-05 theory 2.00194e-05
model k=60 |Ghat|: r2SCAN sums 6.90787e-09 theory 6.90817e-09
unit slope, W=1, h=0.5: 2*envelope SCAN 2.26e-02, r2SCAN 5.62e-05
unit slope, W=1, h=0.1: 2*envelope SCAN 3.78e-05, r2SCAN 1.80e-08
unit slope, W=1, h=0.02: 2*envelope SCAN 1.18e-10, r2SCAN 5.76e-12
unit slope crossover: k=477, h=0.0132, error 7.1e-13
Zn RHF/def2-SVP: E=-1777.561481 Ha, N=30.000000, T=1777.3165 Ha, x in [-16,3]
Ex ref (Ha): PBE -69.532316 SCAN -69.930581 SCAN+poly -70.028739 r2SCAN -69.761409
Exc ref (Ha): SCAN -71.355165 r2SCAN -71.192967
max alpha=2.382 at r=1.772 bohr
alpha=1: r=0.0586 bohr a'=2.621 a''=1.57 b1=0.254 b2=0.305 W=-1.6191 max|A0|=2.9236 Ha
alpha=1: r=0.1123 bohr a'=-2.408 a''=4.09 b1=0.277 b2=0.332 W=-2.8728 max|A0|=4.7234 Ha
alpha=1: r=0.2614 bohr a'=3.586 a''=16.42 b1=0.186 b2=0.223 W=-2.2564 max|A0|=4.6632 Ha
alpha=1: r=0.4597 bohr a'=-3.036 a''=14.61 b1=0.220 b2=0.264 W=-2.5766 max|A0|=6.0223 Ha
alpha=1: r=1.0937 bohr a'=2.172 a''=5.61 b1=0.307 b2=0.368 W=-0.8153 max|A0|=1.6269 Ha
alpha=1: r=3.1419 bohr a'=-6.688 a''=4.92 b1=0.100 b2=0.120 W=-0.0292 max|A0|=0.0548 Ha
Zn SCAN k=1164.7 h=0.0054: |Ghat| sums 9.409e-11 theory 9.413e-11 envelope 1.000e-10 Ha
Zn SCAN k=1455.9 h=0.0043: |Ghat| sums 8.985e-12 theory 8.996e-12 envelope 1.206e-11 Ha
worst error (Ha): h, pts/decade | x: PBE SCAN SCAN+poly r2SCAN | xc: SCAN r2SCAN | 2env SCAN
0.400   5.8 | 1.6e-02 1.6e-01 4.9e-02 5.7e-02 | 1.6e-01 4.5e-02 | 6.2e-01
0.200  11.5 | 1.1e-04 4.7e-02 3.4e-03 1.3e-03 | 4.3e-02 2.2e-03 | 1.1e-01
0.100  23.0 | 9.3e-09 3.9e-03 3.2e-06 1.1e-04 | 3.7e-03 1.0e-04 | 1.3e-02
0.050  46.1 | 8.5e-14 4.3e-04 4.0e-12 2.2e-08 | 3.7e-04 2.2e-08 | 8.4e-04
0.025  92.1 | 1.1e-13 1.4e-05 9.9e-14 1.3e-13 | 1.3e-05 2.7e-13 | 2.3e-05
step for 1e-6 Ha, PBE: h=0.1237, 19 points per decade of r
step for 1e-6 Ha, SCAN: h=0.0180, 128 points per decade of r
step for 1e-6 Ha, SCAN+poly: h=0.0884, 26 points per decade of r
step for 1e-6 Ha, r2SCAN: h=0.0632, 36 points per decade of r
point ratio SCAN/r2SCAN = 3.52; 1e-6 Ha = 0.0272 meV
```
